# Schmidt magnetic moments and the nuclei 17O and 15N: a numerical check

```python
"""Schmidt magnetic moments of a nucleus with one unpaired nucleon or hole.

Result under test, in nuclear magnetons mu_N:
  j = l + 1/2:  mu = l*g_l + g_s/2
  j = l - 1/2:  mu = j/(j+1) * ((l+1)*g_l - g_s/2)
l, j: orbital and total angular momentum of the nucleon (units of hbar)
g_l, g_s: orbital and spin g factors; mu = <g_l Lz + g_s Sz> at M = j.
The formulas are compared with diagonalization of J^2 and, for holes and
filled shells, with an explicit many-fermion calculation.
"""
import numpy as np
from scipy import constants as const

pc = const.physical_constants
mu_proton = pc["proton mag. mom. to nuclear magneton ratio"][0]
mu_neutron = pc["neutron mag. mom. to nuclear magneton ratio"][0]
G = {"proton": (1.0, 2 * mu_proton), "neutron": (0.0, 2 * mu_neutron)}


def schmidt(l, j, g_l, g_s):
    if j > l:
        return l * g_l + g_s / 2
    return j / (j + 1) * ((l + 1) * g_l - g_s / 2)


def spin_matrices(s):
    """Return the z and raising matrices, basis m = s, s-1, ..., -s."""
    m = s - np.arange(int(round(2 * s)) + 1)
    raising = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.diag(m), raising


def total_squared(jz, jp):
    return jz @ jz + (jp @ jp.T + jp.T @ jp) / 2


def product_operators(l):
    lz, lp = spin_matrices(l)
    sz, sp = spin_matrices(0.5)
    one_l, one_s = np.eye(len(lz)), np.eye(2)
    Lz, Sz = np.kron(lz, one_s), np.kron(one_l, sz)
    return Lz, Sz, np.kron(lp, one_s) + np.kron(one_l, sp)


def shell_states(l, j):
    """Columns are the states M = j, ..., -j found by diagonalization."""
    Lz, Sz, Jp = product_operators(l)
    Jz = Lz + Sz
    values, vectors = np.linalg.eigh(total_squared(Jz, Jp) + 0.01 * Jz)
    columns = []
    for M in j - np.arange(int(round(2 * j)) + 1):
        hit = np.where(abs(values - j * (j + 1) - 0.01 * M) < 1e-8)[0]
        assert len(hit) == 1
        columns.append(vectors[:, hit[0]])
    return np.array(columns).T


def expectations(l, j):
    Lz, Sz, _ = product_operators(l)
    v = shell_states(l, j)[:, 0]
    return v @ Lz @ v, v @ Sz @ v


# Single-particle formulas against diagonalization
for l in range(5):
    for j in ([0.5] if l == 0 else [l - 0.5, l + 0.5]):
        Lz_mean, Sz_mean = expectations(l, j)
        for g_l, g_s in G.values():
            direct = g_l * Lz_mean + g_s * Sz_mean
            assert abs(direct - schmidt(l, j, g_l, g_s)) < 1e-10
        if j < l:
            v = shell_states(l, j)[:, 0]
            a, b = v[2], v[1]  # |m_l=l-1, up> and |m_l=l, down>
            assert abs(a**2 - 1 / (2 * l + 1)) < 1e-10
            assert abs(b / a + np.sqrt(2 * l)) < 1e-10
            assert abs(Sz_mean + (2*l - 1) / (2 * (2*l + 1))) < 1e-10
            assert abs(Lz_mean - (2*l - 1)*(l + 1) / (2*l + 1)) < 1e-10


def many_fermion_moments(l, j, g_l, g_s):
    """Moments of the one-hole state (M = j) and of the filled shell."""
    Lz, Sz, Jp = product_operators(l)
    V = shell_states(l, j)
    n = V.shape[1]
    lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
    annihilate = []
    for k in range(n):
        op = np.eye(1)
        for i in range(n):
            factor = parity if i < k else lower if i == k else np.eye(2)
            op = np.kron(op, factor)
        annihilate.append(op)

    def lift(one_body):
        matrix = V.T @ one_body @ V
        return sum(matrix[p, q] * annihilate[p].T @ annihilate[q]
                   for p in range(n) for q in range(n))

    number = sum(op.T @ op for op in annihilate)
    jz, jp = lift(Lz + Sz), lift(Jp)
    moment = lift(g_l * Lz + g_s * Sz)
    values, vectors = np.linalg.eigh(
        100 * number + total_squared(jz, jp) + 0.01 * jz)
    results = []
    for count, J in ((n - 1, j), (n, 0.0)):
        target = 100 * count + J * (J + 1) + 0.01 * J
        hit = np.where(abs(values - target) < 1e-7)[0]
        assert len(hit) == 1
        state = vectors[:, hit[0]]
        results.append(state @ moment @ state)
    return results


# A hole has the moment of a particle; a filled shell has none
for l, j in ((1, 0.5), (2, 2.5)):
    for g_l, g_s in G.values():
        hole, filled = many_fermion_moments(l, j, g_l, g_s)
        assert abs(hole - schmidt(l, j, g_l, g_s)) < 1e-9
        assert abs(filled) < 1e-9

# Nuclear magneton in Hartree atomic units of magnetic moment, e*hbar/m_e
magneton_au = pc["nuclear magneton"][0] / (const.e * const.hbar / const.m_e)
assert abs(magneton_au * 2 * const.m_p / const.m_e - 1) < 1e-7

print(f"free proton moment: {mu_proton:.4f} mu_N")
print(f"free neutron moment: {mu_neutron:.4f} mu_N")
print(f"proton g_s: {G['proton'][1]:.4f} (dimensionless)")
print(f"neutron g_s: {G['neutron'][1]:.4f} (dimensionless)")
print(f"nuclear magneton: {magneton_au:.5e} a.u. (e*hbar/m_e)")

# Measured moments: rough two-figure inputs with rounding half-widths.
# The alternative shell has the same j but the other value of l.
cases = [
    ("17O", "neutron", "d5/2", 2, 2.5, "f5/2", 3, -1.9, 0.05),
    ("15N", "proton", "p1/2", 1, 0.5, "s1/2", 0, -0.28, 0.005),
]
deviation = {}
for name, kind, shell, l, j, other, l_other, measured, half in cases:
    g_l, g_s = G[kind]
    Lz_mean, Sz_mean = expectations(l, j)
    orbital, spin = g_l * Lz_mean, g_s * Sz_mean
    mu = orbital + spin
    alternative = schmidt(l_other, j, g_l, g_s)
    assert mu * measured > 0 and alternative * measured < 0
    diff = measured - mu
    deviation[name] = (diff, half)
    print(f"{name}: odd {kind}, shell {shell}, l = {l}, j = {j}")
    print(f"{name} <Lz>: {Lz_mean:.4f} hbar")
    print(f"{name} <Sz>: {Sz_mean:.4f} hbar")
    print(f"{name} orbital part: {orbital:.4f} mu_N")
    print(f"{name} spin part: {spin:.4f} mu_N")
    print(f"{name} Schmidt moment: {mu:.4f} mu_N")
    print(f"{name} Schmidt moment: {mu * magneton_au:.3e} a.u.")
    print(f"{name} alternative shell {other}: {alternative:.4f} mu_N")
    print(f"{name} measured, rough input: {measured:g} mu_N")
    print(f"{name} rounding half-width: {half:g} mu_N")
    print(f"{name} measured minus Schmidt: {diff:.3f} mu_N")
    print(f"{name} deviation range: {diff-half:.3f} to {diff+half:.3f} mu_N")
    if abs(diff) > half:
        low = 100 * (abs(diff) - half) / abs(mu)
        high = 100 * (abs(diff) + half) / abs(mu)
        print(f"{name} size of deviation: {low:.0f} to {high:.0f} "
              "percent of Schmidt moment")

# What two-figure measured values can and cannot resolve
assert abs(deviation["17O"][0]) < deviation["17O"][1]
assert abs(deviation["15N"][0]) > deviation["15N"][1]

print("OK")
```

Printed output:

```
free proton moment: 2.7928 mu_N
free neutron moment: -1.9130 mu_N
proton g_s: 5.5857 (dimensionless)
neutron g_s: -3.8261 (dimensionless)
nuclear magneton: 2.72309e-04 a.u. (e*hbar/m_e)
17O: odd neutron, shell d5/2, l = 2, j = 2.5
17O <Lz>: 2.0000 hbar
17O <Sz>: 0.5000 hbar
17O orbital part: 0.0000 mu_N
17O spin part: -1.9130 mu_N
17O Schmidt moment: -1.9130 mu_N
17O Schmidt moment: -5.209e-04 a.u.
17O alternative shell f5/2: 1.3665 mu_N
17O measured, rough input: -1.9 mu_N
17O rounding half-width: 0.05 mu_N
17O measured minus Schmidt: 0.013 mu_N
17O deviation range: -0.037 to 0.063 mu_N
15N: odd proton, shell p1/2, l = 1, j = 0.5
15N <Lz>: 0.6667 hbar
15N <Sz>: -0.1667 hbar
15N orbital part: 0.6667 mu_N
15N spin part: -0.9309 mu_N
15N Schmidt moment: -0.2643 mu_N
15N Schmidt moment: -7.197e-05 a.u.
15N alternative shell s1/2: 2.7928 mu_N
15N measured, rough input: -0.28 mu_N
15N rounding half-width: 0.005 mu_N
15N measured minus Schmidt: -0.016 mu_N
15N deviation range: -0.021 to -0.011 mu_N
15N size of deviation: 4 to 8 percent of Schmidt moment
OK
```
